# Choosing broadening and tolerance for a decimated surface Green function

## The result and what it means for the settings

A transport calculation for a contact by Green functions needs the block at the surface of each semi-infinite lead. Programs that obtain it by Sancho-Rubio decimation ask for a broadening $\eta$, a tolerance $\tau$ on the remaining interlayer coupling, and a maximum number of steps. After $i$ steps the retained layers are $N=2^i$ apart, and their coupling $\alpha_i$ obeys

$$\|\alpha_{i+1}\|\le\|(z-\varepsilon_i)^{-1}\|\,\|\alpha_i\|^2,\qquad z=E+i\eta. \tag{1}$$

Let $e^{-\kappa}$ be the largest modulus of a Bloch factor that decays into the lead. Suppose a single factor has this modulus and $E$ is away from surface states. Once $N\kappa$ exceeds about one and the faster-decaying factors have died out, the prefactor in (1) settles and each step squares the coupling, up to a constant. The number of steps is

$$n=\left\lceil \log_2\frac{\ln(C/\tau)}{\kappa}\right\rceil , \tag{2}$$

where $C$ is an energy defined below. The tolerance enters through a logarithm of a logarithm; $\kappa$ sets the cost:

- in a gap, at a small depth $\delta$ from the edge, $\kappa\approx\sqrt{\delta/A}$;
- at the edge itself, $\kappa\approx\sqrt{\eta/2A}$;
- inside a band, $\kappa\approx\eta/|dE/dk|$.

Here $E=E_c+Ak^2$ near the edge, with $k$ the phase per layer. Band edges are therefore slow compared with the gap, but at small $\eta$ the band interior is slower still. At a nondegenerate parabolic edge with $\eta=0$ and no other open channel, the quadratic stage is never reached in exact arithmetic, and the coupling halves per step.

## The recursion

The layers $n=0,1,2,\dots$ are identical, the basis is orthogonal, and the layers are thick enough that only neighbours couple. The layer block is $h$, with $H_{n,n+1}=t$ and $H_{n+1,n}=t^\dagger$. Write $\alpha_0=t$, $\beta_0=t^\dagger$, $\varepsilon_0=\varepsilon^s_0=h$; the superscript $s$ marks the surface layer, which has a neighbour on one side.

Let $G_n$ be the block of the Green function between layer $n$ and a source in layer 0. With $g_i=(z-\varepsilon_i)^{-1}$, and $n$ counting retained layers, an odd layer contains no source, so

$$G_n=g_i(\alpha_iG_{n+1}+\beta_iG_{n-1}),\qquad n\ \text{odd}.$$

An even layer $n\ge2$ obeys $(z-\varepsilon_i)G_n=\alpha_iG_{n+1}+\beta_iG_{n-1}$. Inserting the odd layers gives

$$(z-\varepsilon_i-\alpha_ig_i\beta_i-\beta_ig_i\alpha_i)G_n=\alpha_ig_i\alpha_i\,G_{n+2}+\beta_ig_i\beta_i\,G_{n-2}.$$

This is the same chain with twice the spacing, so

$$\alpha_{i+1}=\alpha_ig_i\alpha_i,\quad \beta_{i+1}=\beta_ig_i\beta_i,\quad \varepsilon_{i+1}=\varepsilon_i+\alpha_ig_i\beta_i+\beta_ig_i\alpha_i. \tag{3}$$

The surface equation $(z-\varepsilon^s_i)G_0=1+\alpha_iG_1$ has one neighbour to eliminate:

$$\varepsilon^s_{i+1}=\varepsilon^s_i+\alpha_ig_i\beta_i. \tag{4}$$

Taking norms in the first relation of (3) gives (1).

The inverses exist for $\eta>0$. The matrix $z-\varepsilon_i$ results from eliminating a finite set of layers with Hermitian Hamiltonian $H'$, coupled to the retained layer by $V$:

$$z-\varepsilon_i=z-h-V^\dagger(z-H')^{-1}V.$$

Its anti-Hermitian part is $i\eta\{1+V^\dagger[(E-H')^2+\eta^2]^{-1}V\}$, and the bracket is at least the unit matrix. Hence $\|(z-\varepsilon_i)x\|\ge\eta\|x\|$ and $\|g_i\|\le1/\eta$. The matrix $g_i$ is the block of the retained layer in the finite cluster formed by that layer and the eliminated ones. When $E$ meets a level of this cluster, $\|g_i\|$ is of order $p/\eta$, with $p$ the weight of the level on the retained layer, so (1) alone does not promise an early decrease.

If $\alpha_i$ is dropped after $i$ steps, the surface layer has felt the $N-1$ layers behind it and nothing further. The matrix $(z-\varepsilon^s_i)^{-1}$ is thus the surface block of a slab of $2^i$ layers. Adding one layer at a time to the first would take $N-1$ steps to reach the same slab.

## Why the reduction becomes quadratic

Let $g$ be the surface block of the full half-infinite lead. Removing all layers beyond $n$ gives $G_{n+1}=TG_n$ with $T=g\,t^\dagger$, so $G_n=T^ng$. For $\eta>0$ the columns of a Green function are square-summable and $g$ is invertible; hence $T^n\to0$ and every eigenvalue of $T$ has modulus below one. A lead extending to the left defines $S$ in the same way, for steps to the left.

In the infinite crystal let $G$ now denote the block of the Green function on one layer. Decimation leaves the Green function between retained layers unchanged, and one retained step is $N$ original steps. The equation for the source layer therefore reads

$$G^{-1}=z-\varepsilon_i-\alpha_iT^N-\beta_iS^N. \tag{5}$$

A solution decaying to the right satisfies the source-free equation

$$(z-\varepsilon_i-\alpha_iT^N)\,T^N=\beta_i .$$

By (5) the bracket equals $G^{-1}+\beta_iS^N$. Collecting the terms in $\beta_i$, and repeating the argument with left and right exchanged, gives

$$\beta_i=G^{-1}T^N(1-S^NT^N)^{-1},\qquad \alpha_i=G^{-1}S^N(1-T^NS^N)^{-1}. \tag{6}$$

The inverses exist: if $S^NT^Nx=x$, then $\beta_i(1-S^NT^N)x=0=G^{-1}T^Nx$, so $T^Nx=0$ and $x=S^NT^Nx=0$.

Suppose one eigenvalue $\lambda$ of $S$, with projector $P$, has the largest modulus. When $N$ is large enough that the other eigenvalues of $S^N$ are negligible against $\lambda^N$ and $\|T^NS^N\|\ll1$, equation (6) becomes $\alpha_i\approx\lambda^NG^{-1}P$. The next step replaces $\lambda^N$ by $\lambda^{2N}$, so

$$q_i\equiv\frac{\|\alpha_{i+1}\|}{\|\alpha_i\|^2}\;\longrightarrow\;\frac{1}{\|G^{-1}P\|}. \tag{7}$$

Let $C$ be the larger of $\|G^{-1}P\|$ for the two directions. Requiring $Ce^{-N\kappa}<\tau$ means $N>\ln(C/\tau)/\kappa$, and $N=2^n$ gives (2). This presumes $C\gg\tau$ and a single slowest factor. Near an indirect edge, with valleys at $\pm k_0$, two factors have equal or nearly equal modulus; the coupling is then a sum of two terms of different phase, its envelope still falls as $e^{-N\kappa}$, but $q_i$ need not settle.

One $\kappa$ serves both directions when $h$ and $t$ are real, as in the example. The Bloch factors are the roots of $\det M(\lambda)=0$ with $M(\lambda)=t\lambda^2-(z-h)\lambda+t^T$. Transposition gives $M(\lambda)^T=\lambda^2M(1/\lambda)$, so the roots come in pairs $\lambda,1/\lambda$. Without this symmetry, the slower direction controls the count.

## What the tolerance controls

The surface equation with $G_1=T^Ng$ gives

$$g^{-1}=z-\varepsilon^s_i-\alpha_iT^N. \tag{8}$$

The neglected self-energy is $\alpha_iT^N$, not $\alpha_i$. For the truncated block $g^{(i)}=(z-\varepsilon_i^s)^{-1}$, the identity $B^{-1}-D^{-1}=D^{-1}(D-B)B^{-1}$ with $B=g^{-1}$ and $D=(g^{(i)})^{-1}$ yields

$$g-g^{(i)}=g^{(i)}\alpha_iT^N g. \tag{9}$$

In the quadratic stage both $\alpha_i$ and $T^N$ carry $e^{-N\kappa}$, so the surface error falls as $e^{-2N\kappa}$. A coupling tolerance $\tau$ then leaves a self-energy of order $\tau^2/C$. When $C$ is near 1 eV, going from $\tau=10^{-6}$ to $10^{-12}$ eV doubles the logarithm in (2) and costs about one step. There is little to gain from a loose tolerance.

There is something to lose near an edge. There $\alpha_i$ can become small while $T^N$ is still of order one; the error is then of order $\tau$, and the layers beyond the slab still matter. The tolerance should lie well below $C$, which itself shrinks near an edge.

## How energy and broadening set the cost

Near a nondegenerate lower band edge, solve $E_c+Ak^2=E+i\eta$ for the complex phase per layer, with $\kappa=\operatorname{Im}k$:

$$k^2=\frac{E-E_c+i\eta}{A}.$$

For $E=E_c-\delta$ and $\eta\ll\delta$, $k=i\sqrt{\delta/A}$. For $E=E_c$, $k=\sqrt{\eta/A}\,e^{i\pi/4}$, whose imaginary part is $\sqrt{\eta/2A}$. Inside the band, expand about the real solution $k_0$ with positive slope $v=dE/dk$: $v(k-k_0)=i\eta$, so $\kappa=\eta/v$. This last law needs $\eta$ small compared with the distance $\Delta$ from the edge.

The interior has the smaller $\kappa$ if $\eta/v<\sqrt{\eta/2A}$, that is, if $\eta<v^2/2A$. Near the edge $v=2Ak_0=2\sqrt{A\Delta}$, and the condition becomes $\eta<2\Delta$. It thus holds wherever the interior law applies in this parabolic region.

Dividing $\eta$ by 16 divides $\kappa$ by 4 at the edge and by 16 inside the band. Apart from the slow change of the logarithm and the rounding up in (2), this adds two and four steps.

Before the quadratic stage, the coupling inside a band need not shrink at all. For one orbital per layer and real $t$, put $\lambda=e^{ik}$. Then $G^{-1}=z-h-2t\lambda=t(\lambda^{-1}-\lambda)$, because $z-h=t(\lambda+\lambda^{-1})$, and (6) gives

$$\alpha_i=t\,\frac{\lambda^{-1}-\lambda}{\lambda^{-N}-\lambda^N}=t\,\frac{\sin k}{\sin Nk}. \tag{10}$$

While $N\kappa\ll1$ this fluctuates and can become large. An increase of the coupling from one step to the next is therefore no sign of failure.

## The edge without broadening

At $\eta=0$ take the limit $\kappa\to0$ from the gap at fixed $N$, large enough that all other decaying channels have died out. Let $u$ be the normalized edge state. The bulk block is dominated by

$$uu^\dagger\int\frac{dk}{2\pi}\,\frac{-1}{A(k^2+\kappa^2)}=-\frac{uu^\dagger}{2A\kappa},$$

with a bounded remainder, assumed invertible in the space orthogonal to $u$. Hence $u^\dagger G^{-1}u\to-2A\kappa$.

The slow projectors of $T$ and $S$ are $u_+w^\dagger$ and $u_-y^\dagger$, with $w^\dagger u_+=y^\dagger u_-=1$ and $u_\pm\to u$. Keeping them in (6) gives

$$\alpha_i\approx\frac{\lambda^N}{1-\mu}\,G^{-1}u_-y^\dagger,\qquad \mu=\lambda^{2N}(y^\dagger u_+)(w^\dagger u_-),$$

because $y^\dagger$ is a left eigenvector of $T^NS^N$ with eigenvalue $\mu$. The product of overlaps is one at $\kappa=0$, so it has the form $1-2c\kappa$ to first order, with $c$ independent of $N$. Then $1-\mu\approx2\kappa(N+c)$. Replacing $u_-$ by $u$ changes $u^\dagger G^{-1}u_-$ at order $\kappa^2$, since the row $u^\dagger G^{-1}$ is itself of order $\kappa$. Therefore

$$u^\dagger\alpha_iu\to-\frac{A}{N+c},\qquad \frac{\|\alpha_i\|}{\|\alpha_{i-1}\|}\to\frac{N/2+c}{N+c}. \tag{11}$$

The ratio tends to one half. This is linear convergence, and it agrees with (1) because $\|g_i\|$ grows in proportion to $N$.

## A two-orbital lead

The example is a model semiconductor with on-site energies 3.0 and −2.0 eV, hoppings −1.0 and 0.6 eV, and mixing 0.5 eV of opposite sign in the two off-diagonal elements of $t$. Its Bloch Hamiltonian has diagonal elements $3-2\cos k$ and $-2+1.2\cos k$ and an off-diagonal element of modulus $|\sin k|$, all in eV. At $k=0$ the edges are 1.0 and −0.8 eV. Second-order perturbation theory adds $k^2/1.8$ to the upper band, so $A=1+1/1.8=1.556$ eV.

With $\eta=10^{-6}$ eV and $\tau=10^{-12}$ eV, equation (2) gives:

| Energy (eV) | $\kappa$ | $\ln(C/\tau)/\kappa$ | Steps |
|---|---|---|---|
| 0.100, mid-gap | 0.583 | 48.8 | 6 |
| 0.990, near edge | 0.0800 | 331 | 9 |
| 1.000, edge | $5.67\times10^{-4}$ | $3.87\times10^4$ | 16 |
| 2.500, in band | $5.34\times10^{-7}$ | $5.35\times10^7$ | 26 |

For the first row, $\ln(2.202\times10^{12})=28.42$, division by 0.5829 gives 48.8, and the next power of two is 64. The observed counts equal the predicted ones in all four cases. The interior takes ten steps more than the edge, and reducing $\eta$ by 16 added four and two steps respectively, as derived.

At mid-gap the ratio $q_i$ is 0.386, 0.446 and 0.454 eV⁻¹ in the first three steps, and its limit from (7) is 0.4542 eV⁻¹. From $\|\alpha_4\|=1.961\times10^{-4}$ eV the next coupling should be $0.4542\times(1.961\times10^{-4})^2=1.75\times10^{-8}$ eV, as found. Between 4 and 8 layers the norm of the surface error falls from $7.79\times10^{-4}$ to $7.37\times10^{-6}$ eV⁻¹. The logarithm of that ratio is 4.660, against $2(8-4)\kappa=4.663$. At 32 layers the error is about $10^{-16}$ eV⁻¹, where the same law would give about $5\times10^{-18}$ eV⁻¹; rounding has taken over.

With a layer spacing of 3.0 Å, the mid-gap amplitude decays over $3.0/0.583=5.15$ Å, or 9.73 bohr. This is the decay length of the slower of the two evanescent channels. Beyond the first few layers the amplitude of a contact state at that energy falls by a factor $e$ over this depth, and its density by the same factor over half of it; next to the contact the faster channel also contributes and the decay can be steeper.

At the edge with $\eta=0$, the norm ratio at $N=16$ is 0.5204. Solving (11) for the offset gives $c=0.68$. The same $c$ then predicts 0.5053 at $N=64$ and 0.5003 at $N=1024$, both as found. It also predicts $N\,u^\dagger\alpha_iu=-1.55556\times1024/1024.68=-1.5545$ eV at $N=1024$, in agreement with the computed value.

## Effect on a contact level

Let one level of energy $\epsilon_d$ couple to the surface layer through a row $w_d$. Its equation is $(z-\epsilon_d)G_d=1+w_d\psi_0$, and the lead responds with $\psi_0=g\,w_d^\dagger G_d$. Hence

$$G_d=\frac{1}{z-\epsilon_d-\Sigma},\qquad \Sigma=w_d\,g\,w_d^\dagger,\qquad \Gamma=-2\operatorname{Im}\Sigma .$$

With couplings of 0.4 and 0.3 eV, $\Gamma$ is 0.281 eV at 2.5 eV: electrons at this energy can escape into the band. At mid-gap $\Gamma$ is $9.3\times10^{-8}$ eV, although the lead has no state there. This remainder comes from $\eta$. In a gap, away from surface states, $\Sigma(E)$ is real and smooth, so $\Sigma(E+i\eta)\approx\Sigma(E)+i\eta\,\Sigma'(E)$ and $\Gamma\approx-2\eta\,\Sigma'(E)$. Here it amounts to $0.093\,\eta$. A computed leakage through a gap that scales with $\eta$ is produced by the setting.

## Guidance

- **Broadening.** Choose $\eta$ from the physics: well below the level widths and energy structure to be resolved, and small enough that the spurious $\Gamma$ in a gap is negligible. A tenfold reduction costs about $\log_2 10\approx3.3$ steps inside a band and half that at an edge.
- **Step limit.** Estimate it from (2) with the interior law, $\kappa=\eta/|dE/dk|$, using the largest slope of any band on the energy grid, because it gives the smallest $\kappa$ and so the most steps. A limit of 20 would have sufficed at the edge in the example and failed in the band.
- **Tolerance.** Keep it tight, since it is cheap, and well below $C$ near edges.
- **Isolated resonances.** If $E$ coincides with a level of $h$, the first inverse can be as large as $1/\eta$, here $10^6$ eV⁻¹, and large terms must later cancel. Shifting that energy point slightly avoids the loss of digits. The levels of the larger clusters met in later steps act in the same way, reduced by their weight $p$.
- **Surface states.** Near a surface-state energy the factors $g$ and $g^{(i)}$ in (9) are large. So are $T=g\,t^\dagger$ and the constant $C$, up to a limit set by $\eta$: the coupling can keep growing well past $N\kappa\approx1$ before the quadratic stage begins, and inverting the nearly singular surface matrix costs digits. Check the block itself for convergence.

The numerical output below lists the coupling history at mid-gap, every second step at the edge without broadening, and the other computed values used here.

## Numbers as computed

```
on-site energies: 3.0, -2.0 eV
hoppings: -1.0, 0.6 eV; mixing 0.5 eV
layer spacing: 3.0 angstrom
broadening eta: 1.0e-06 eV; tolerance 1.0e-12 eV
valence edge: -0.8000 eV; conduction edge: 1.0000 eV
conduction band top: 5.0000 eV
edge curvature A: 1.55555 eV
energy case: E (eV), kappa, C (eV), steps predicted/observed
mid-gap: 0.100, 5.8289e-01, 2.2018e+00, 6/6
near edge: 0.990, 8.0023e-02, 3.2640e-01, 9/9
edge: 1.000, 5.6695e-04, 3.4285e-03, 16/16
in band: 2.500, 5.3352e-07, 2.4597e+00, 26/26
in-band slope dE/dk: 1.87433 eV
kappa law, near edge: 8.0178e-02 per layer
kappa law, edge: 5.6695e-04 per layer
kappa law, in band: 5.3352e-07 per layer
extra steps for eta/16: edge 2, in band 4
mid-gap: i, |alpha| (eV), ratio q (1/eV), surface error (1/eV)
0, 1.3385e+00, 0.386499, 3.609e-02
1, 6.9246e-01, 0.446277, 7.869e-03
2, 2.1399e-01, 0.453764, 7.792e-04
3, 2.0779e-02, 0.454165, 7.374e-06
4, 1.9609e-04, 0.454169, 6.568e-10
5, 1.7464e-08, 0.454169, 1.188e-16
final |alpha|: 1.3852e-16 eV
predicted limit of q: 0.454169 1/eV
surface error exponent / (2 N kappa): 0.9994
mid-gap decay length: 5.1468 angstrom
mid-gap decay length: 9.7260 bohr
edge, eta=0: i, |alpha| (eV), |alpha_i|/|alpha_(i-1)|
2, 4.5705e-01, 0.56924
4, 1.2823e-01, 0.52040
6, 3.3069e-02, 0.50526
8, 8.3329e-03, 0.50133
10, 2.0874e-03, 0.50033
N * edge-state coupling at i=10: -1.55452 eV
contact couplings: 0.4, 0.3 eV
mid-gap: Re Sigma -0.013997 eV, Gamma 9.2508e-08 eV
in band: Re Sigma -0.051742 eV, Gamma 2.8140e-01 eV
```
